# Why Q-Valley Mass Axes in Monolayer MoS2 Follow Gamma-K

In a three-orbital model of monolayer 2H-MoS2, the conduction band has a local minimum Q on the line from \(\Gamma\) to K. With \(x\) along this line and \(y\) across it, the second derivatives of the energy at Q are, in eV nm²,

\[
E_{xx}=0.1000,\qquad E_{yy}=0.0510,\qquad |E_{xy}|\approx10^{-12}.
\]

The mixed derivative is zero to rounding error, although the diagonal entries differ by a factor of two, so isotropy is not the cause. At 1 nm⁻¹ from Q in the \(y\) direction the mixed derivative is \(-0.0246\) eV nm². A reflection \(y\to-y\) would explain the zero, but the crystal has no such reflection. Time reversal and a different mirror do the work together.

## Crystal, conventions and model

Put the Mo atoms at the points of a triangular lattice with a shortest vector \((a,0)\). Seen from above, the two S atoms of a cell coincide at \((0,a/\sqrt3)\). The vertical mirror \(M:x\to-x\) leaves this position in place and maps the lattice onto itself. The reflection \(y\to-y\) moves the sulfur by \((0,-2a/\sqrt3)\). Lattice vectors along \(y\) are multiples of \(\sqrt3a\), and \((2/\sqrt3)/\sqrt3=2/3\) is not an integer, so this reflection is not a symmetry.

The corner K lies at \((4\pi/3a,0)\). Since \(M\) takes K to \(-\)K, and \(2\mathrm K\cdot(a,0)=8\pi/3\) is not a multiple of \(2\pi\), the mirror exchanges two inequivalent corners. It likewise takes Q to the opposite valley \(-\)Q.

The model keeps the Mo orbitals \(d_{z^2},d_{xy},d_{x^2-y^2}\), in this order. For spin \(s=\pm1\) along \(z\),

\[
H_s(\mathbf k)=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}T(\mathbf R)+\frac{s\lambda}{2}L_z,
\qquad
L_z=\begin{pmatrix}0&0&0\\0&0&2i\\0&-2i&0\end{pmatrix}.
\]

The parameters are rough, rounded values of the size found in fits to semilocal density-functional bands: \(a=0.32\) nm, \(\lambda=0.07\) eV and on-site energies \(T(0)=\mathrm{diag}(0.68,1.71,1.71)\) eV. The hopping matrices for \(\mathbf R=(a,0)\), \((0,\sqrt3a)\) and \((2a,0)\) are, in eV,

\[
\begin{pmatrix}-.15&-.11&.51\\.11&.09&.16\\.51&-.16&.07\end{pmatrix},\
\begin{pmatrix}.06&0&-.27\\0&.17&0\\.08&0&-.03\end{pmatrix},\
\begin{pmatrix}-.04&.05&0\\-.05&.27&-.18\\0&.18&-.15\end{pmatrix}.
\]

Turning \(\mathbf R\) by \(\theta=120^\circ\) or \(240^\circ\) changes \(T\) to \(\mathcal R T\mathcal R^T\). Here \(\mathcal R\) leaves \(d_{z^2}\) alone and acts on the other two orbitals as \(\begin{pmatrix}\cos2\theta&\sin2\theta\\-\sin2\theta&\cos2\theta\end{pmatrix}\). Reverse hops follow from \(T(-\mathbf R)=T(\mathbf R)^\dagger\). The conduction band is the middle eigenvalue of \(H_s\).

Under \(M\) only \(d_{xy}\) changes sign, so the mirror acts on the orbitals as \(D=\mathrm{diag}(1,-1,1)\) and requires \(T(M\mathbf R)=D\,T(\mathbf R)\,D\). For \(\mathbf R=(0,\sqrt3a)\), which \(M\) leaves fixed, this removes the entries joining \(d_{xy}\) to the other orbitals. For \(\mathbf R=(a,0)\), \(M\mathbf R=-\mathbf R\), and the condition becomes \(T^T=DTD\). Hence the entries with one \(d_{xy}\) index are antisymmetric and the others symmetric, as in the first and third matrices.

## First derivation: the symmetry of the band energy

Time reversal \(\Theta\) reverses momentum and spin. The mirror reverses \(k_x\). Spin is an axial vector, so a reflection keeps its component along the mirror normal, here \(s_x\), and reverses \(s_y\) and \(s_z\). Therefore

\[
M:\ (k_x,k_y,s_z)\to(-k_x,k_y,-s_z),\qquad
\Theta:\ (k_x,k_y,s_z)\to(-k_x,-k_y,-s_z).
\]

Their product \(A=\Theta M\) acts as

\[
A:\ (k_x,k_y,s_z)\to(k_x,-k_y,s_z).
\]

Both factors commute with the Hamiltonian of the crystal, so \(A\) turns an eigenstate into another of the same energy. The spectra at \((k_x,k_y)\) and \((k_x,-k_y)\) coincide, and for each spin branch

\[
E_s(k_x,k_y)=E_s(k_x,-k_y). \tag{1}
\]

If \(s_z\) is not conserved, one orders all the bands by energy at each \(\mathbf k\). Equal spectra then give (1) for the \(n\)th band in place of the branch \(s\).

The next step needs a smooth energy. Near a nondegenerate level the characteristic polynomial \(\det[H(\mathbf k)-E]\) has a simple root, so its derivative with respect to \(E\) is nonzero there. It depends smoothly on \(\mathbf k\), and the implicit-function theorem makes \(E(\mathbf k)\) smooth too. We may then differentiate (1) once with respect to \(k_y\):

\[
E_y(k_x,k_y)=-E_y(k_x,-k_y)\quad\Rightarrow\quad E_y(k_x,0)=0.
\]

This holds for every \(k_x\) at which the band is nondegenerate, so differentiating along the line gives

\[
E_{xy}(k_x,0)=0. \tag{2}
\]

At a minimum Q on the line \(E_x\) vanishes as well. Write \(q_\parallel=k_x-Q\) and \(q_\perp=k_y\). Evenness in \(q_\perp\) leaves, through third order,

\[
E=E_Q+\frac{\hbar^2q_\parallel^2}{2m_\parallel}+\frac{\hbar^2q_\perp^2}{2m_\perp}
+\alpha q_\parallel^3+\beta q_\parallel q_\perp^2+\dots, \tag{3}
\]

with \(1/m_\parallel=E_{xx}/\hbar^2\) and \(1/m_\perp=E_{yy}/\hbar^2\), both taken as positive. The mass axes are parallel and perpendicular to \(\Gamma\)-K. If the two masses happened to be equal, every pair of orthogonal axes would serve.

The argument does not say that a minimum exists, where it sits on the line, or which mass is larger. It does say that a stationary point along the line is stationary in both directions.

The separate roles of the two symmetries show in the mixed derivative. The mirror reverses one of the two differentiation directions and time reversal reverses both, so

\[
M:\ E_{xy}^{(s)}(Q)=-E_{xy}^{(-s)}(-Q),\qquad
\Theta:\ E_{xy}^{(s)}(Q)=+E_{xy}^{(-s)}(-Q).
\]

Each relation alone ties one valley to the opposite one and permits a nonzero value. Together they make \(E_{xy}^{(s)}(Q)\) equal to its own negative.

One possible obstacle remains. An antiunitary symmetry that keeps \(\mathbf k\) and squares to \(-1\) forces every level into a pair, and the band would then not be nondegenerate. On spin and orbitals, \(M=-i\sigma_xD\) and \(\Theta=i\sigma_y\mathcal K\), where \(\mathcal K\) is complex conjugation. Since \(\sigma_x\) and \(D\) are real, moving \(\mathcal K\) to the right changes \(-i\) to \(i\):

\[
A=i\sigma_y\,(i\sigma_x)D\mathcal K=-\sigma_y\sigma_xD\mathcal K=i\sigma_zD\mathcal K,
\]

using \(\sigma_y\sigma_x=-i\sigma_z\). Then \(A^2=(i\sigma_z)(-i\sigma_z)D^2=+1\), and \(A\) forces no pairing. In the model the two spin branches at Q are 58 meV apart.

## Second derivation: velocities in a real basis

The second route computes the curvature from the states at Q. Let \(H_i=\partial H/\partial k_i\) and \(H_{ij}=\partial^2H/\partial k_i\partial k_j\), taken at Q. For a small displacement \(\mathbf q\), with repeated indices summed,

\[
H(Q+\mathbf q)=H+q_iH_i+\tfrac12q_iq_jH_{ij}+\dots
\]

Perturbation theory for a nondegenerate state \(n\) gives, at second order in \(\mathbf q\),

\[
\Delta E^{(2)}=\tfrac12q_iq_j\langle n|H_{ij}|n\rangle
+\sum_{m\ne n}\frac{|q_i\langle m|H_i|n\rangle|^2}{E_n-E_m}.
\]

The first term is the quadratic part of \(H\) in first order, the second its linear part in second order. The left side equals \(\frac12q_iq_jE_{ij}\). Expanding the square and comparing coefficients, with a factor 2 from the \(\frac12\), we obtain

\[
E_{ij}=\langle n|H_{ij}|n\rangle
+2\,\mathrm{Re}\sum_{m\ne n}\frac{\langle n|H_i|m\rangle\langle m|H_j|n\rangle}{E_n-E_m}. \tag{4}
\]

Now use the symmetry. Because \(DL_zD=-L_z\) and \(L_z^*=-L_z\), the spin-orbit term respects both operations:

\[
DH_s(k_x,k_y)D=H_{-s}(-k_x,k_y),\qquad H_s(\mathbf k)^*=H_{-s}(-\mathbf k).
\]

Applied in succession they give

\[
D\,H_s(k_x,k_y)^*D=H_s(k_x,-k_y). \tag{5}
\]

Replace \(d_{xy}\) by \(i\,d_{xy}\), that is, use \(\tilde H=W^\dagger HW\) with \(W=\mathrm{diag}(1,i,1)\). Since \(W^*=DW\) and \((W^\dagger)^*=W^\dagger D\),

\[
\tilde H(k_x,k_y)^*=W^\dagger D\,H(k_x,k_y)^*\,D\,W=\tilde H(k_x,-k_y). \tag{6}
\]

In this basis \(A\) is complex conjugation, up to a phase for each spin. Setting \(k_y=0\) in (6), and differentiating it before setting \(k_y=0\), gives on the whole line

\[
\tilde H^*=\tilde H,\qquad \tilde H_x^*=\tilde H_x,\qquad
\tilde H_y^*=-\tilde H_y,\qquad \tilde H_{xy}^*=-\tilde H_{xy}.
\]

So \(\tilde H\) is real and symmetric, and its eigenvectors can be chosen real. The matrices \(\tilde H_y\) and \(\tilde H_{xy}\) are imaginary and Hermitian, hence antisymmetric. The expectation value of an antisymmetric matrix in a real vector is zero. This gives

\[
E_y=\langle n|\tilde H_y|n\rangle=0,\qquad \langle n|\tilde H_{xy}|n\rangle=0.
\]

In the sum of (4) with \(i=x\), \(j=y\), each numerator is a real number times an imaginary one, and its real part is zero. Both parts of \(E_{xy}\) therefore vanish, the second one term by term. No cancellation between bands is needed.

Physically, \(\tilde H_x/\hbar\) and \(\tilde H_y/\hbar\) are the velocity operators of the model. A displacement along the line mixes other states into \(n\) with real amplitudes, while one across the line mixes them with imaginary amplitudes. The two admixtures are a quarter cycle out of phase and have no cross term in the energy. The diagonal curvatures have no such restriction: in \(E_{yy}\) the numerator is \(|\langle m|H_y|n\rangle|^2\), so lower bands raise the curvature and higher bands reduce it.

Nothing here depends on having three orbitals. Because \(A^2=1\), a basis of \(A\)-invariant states exists for the full one-electron Hamiltonian: for any state \(\phi\), the sum \(\phi+A\phi\) is invariant, and if it vanishes, \(i\phi\) is invariant. The same pattern of real and imaginary velocity elements follows.

## Numbers for the valley

A Newton search started off the line converges to \(k_x=6.195\) nm⁻¹ and \(k_y=0\). With \(\mathrm K=4\pi/(3\times0.32)=13.09\) nm⁻¹, Q lies at 0.473 of the way from \(\Gamma\) to K. The derivatives quoted at the start are central differences of the band energy with a step of 0.02 nm⁻¹. Formula (4), evaluated with the three eigenvectors at Q, gives the same diagonal values, 0.09996 and 0.05096 eV nm². With \(\hbar^2/m_0=0.07620\) eV nm²,

\[
m_\parallel=\frac{0.07620}{0.09996}m_0=0.76\,m_0,\qquad
m_\perp=\frac{0.07620}{0.05096}m_0=1.50\,m_0.
\]

Halving the step changes either mass by less than \(10^{-5}m_0\), so the error from the finite step is of order \(10^{-5}m_0\). This is the numerical error within the model, not the model's accuracy for MoS2.

Threefold rotation and time reversal produce six Q valleys, one on each \(\Gamma\)-K or \(\Gamma\)-K′ ray. Their axes turn with the rays, and the spin of the lower branch alternates. For unit vectors \(\mathbf u\) along six rays spaced by 60°, the average of \(u_iu_j\) is \(\delta_{ij}/2\), and so is that of the perpendicular directions. The mean inverse-mass tensor is thus isotropic, with

\[
\frac1{m_c}=\frac12\left(\frac1{m_\parallel}+\frac1{m_\perp}\right),\qquad
m_c=\frac{2(0.762)(1.495)}{0.762+1.495}m_0=1.01\,m_0.
\]

This is the conductivity mass of equally filled Q valleys with one common, isotropic scattering time, counting the lower spin branch only; the upper branch, with masses 0.68 and 1.11 \(m_0\) in the model, is left out. The anisotropy of one valley then disappears from the total conductivity.

At 300 K, \(k_BT=25.85\) meV. The parabola reaches this height at \(q_\parallel=\sqrt{2m_\parallel k_BT}/\hbar=0.72\) nm⁻¹, or at \(q_\perp=1.01\) nm⁻¹. There the computed rise, divided by \(k_BT\), is 0.997 towards K, 0.993 towards \(\Gamma\) and 1.016 on either side of the line. The first two may differ because odd powers of \(q_\parallel\), from the cubic term in (3) onwards, are allowed; the last two agree because odd powers of \(q_\perp\) are absent.

## When one symmetry is broken

If a perturbation makes \(E_{xy}\) nonzero, the axes turn by an angle \(\theta\). Requiring the mixed derivative to vanish along \((\cos\theta,\sin\theta)\) and \((-\sin\theta,\cos\theta)\) gives

\[
E_{xy}\cos2\theta-\tfrac12(E_{xx}-E_{yy})\sin2\theta=0
\ \Rightarrow\
\tan2\theta=\frac{2E_{xy}}{E_{xx}-E_{yy}}. \tag{7}
\]

To break \(\Theta\) and keep \(M\), add an imaginary hopping \(i\tau\), \(\tau=0.01\) eV, between \(d_{z^2}\) orbitals at \((0,\sqrt3a)\) and its two threefold rotations, with \(-i\tau\) for the reverse hops. Their sum adds \(-2\tau\sum_j\sin(\mathbf k\cdot\mathbf R_j)\) to the \(d_{z^2}\) energy. On the line its slope across the line is

\[
-2\tau\sqrt3a\left[1-\cos(3k_xa/2)\right],
\]

which is negative at Q and drives the minimum towards positive \(k_y\). The relaxed minimum indeed lies at \(k_y=0.135\) nm⁻¹, and its axes have turned by \(-5.7^\circ\).

Most of this rotation comes from the displacement. Close to the line, the mixed derivative of the unperturbed band is about \(-0.032\) eV nm³ times \(k_y\), a steeper slope than the value at 1 nm⁻¹ suggests. At the new minimum this gives \(E_{xy}\approx-0.032\times0.135=-0.0043\) eV nm², and (7) then gives about \(-5.0^\circ\). To first order in \(\tau\), the other contribution is the mixed derivative at Q of the band-energy shift at fixed \(\mathbf k\). That shift is the added \(d_{z^2}\) energy times the \(d_{z^2}\) weight of the state, so the change of this weight along the line contributes too. This second contribution is about \(-0.0006\) eV nm². At finite \(\tau\) the division into two parts is approximate.

To break \(M\) and keep \(\Theta\), apply a tensor shear strain \(\varepsilon_{xy}=0.01\). The model moves each \(\mathbf R\) to \((1+\varepsilon)\mathbf R\) and multiplies its hopping by \(1-3\,\mathbf R\cdot\varepsilon\mathbf R/R^2\), where 3 is a round exponent. The minimum moves to \(k_y=-0.134\) nm⁻¹ and the axes turn by \(-1.8^\circ\). Of this shift, \(-0.062\) nm⁻¹ is merely the shear of the reciprocal lattice, which with unchanged hoppings would turn the axes by \(+1.8^\circ\). The remaining displacement, \(-0.072\) nm⁻¹ relative to the sheared lattice, would add about \(+2.7^\circ\). The direct effect of the changed hoppings, about \(-6^\circ\), is opposite and larger than these two together. The size of the turn depends strongly on the assumed exponent: with 2 or 5 in place of 3 it is \(-0.6^\circ\) or \(-4.1^\circ\), and with 1 it changes sign to \(+0.6^\circ\). A uniaxial strain \(\varepsilon_{xx}=0.01\) keeps both symmetries, and this valley's axes stay fixed to rounding error. Symmetry gives no such protection to the valleys on the other rays, since \(A\) maps those at \(+60^\circ\) and \(-60^\circ\) onto each other.

## Two other places in the zone

At K the threefold rotation is added to \(A\). A symmetric \(2\times2\) tensor unchanged by a 120° turn is a multiple of the identity, so a nondegenerate band extremum there has equal masses.

On \(\Gamma\)-M, the \(k_y\) axis, the mirror keeps \(\mathbf k\) but reverses \(s_z\). In the model \(E_s(0,k_y)=E_{-s}(0,k_y)\): the two spins are degenerate, and near the line \(E_s(k_x,k_y)=E_{-s}(-k_x,k_y)\). One spin branch may then have a slope across the line, balanced by the opposite slope of the other. The result for \(\Gamma\)-K therefore cannot be carried over to \(\Gamma\)-M when spin-orbit coupling is present. Without it the branches coincide, and the mirror alone aligns the axes of a valley there.

## The model beside real MoS2

The lattice constant is close to the real one. Semilocal density-functional calculations give Q masses of roughly 0.6 and 1 \(m_0\), so the model's masses, above all the perpendicular one, are on the heavy side. The model puts Q 214 meV above K. These values are sensitive to the rounding of the parameters: a three-decimal set within rounding of the listed one (with \(a=0.319\) nm, \(\lambda=0.073\) eV) moves the separation to about 265 meV and the masses to about 0.80 and 1.85 \(m_0\). The numbers below use the listed parameters. Boltzmann statistics with parabolic valleys, both spin branches included, then place 0.11% of a dilute electron gas in the Q valleys at 300 K. That share depends strongly on the uncertain separation. At 100 meV, with the masses held fixed, the ratio of Q to K electrons would grow by \(e^{114/25.85}\approx82\), and the share would be about 8%.

Devices on substrates can carry shear strain, which breaks the mirror. For the 1% case above, rotation alone, with the principal masses held fixed, changes the inverse mass along \(\Gamma\)-K by the fraction \(\sin^2(1.8^\circ)(1-m_\parallel/m_\perp)\approx5\times10^{-4}\). The strain also changes the principal curvatures. With the round exponent 3 this nearly cancels the effect of the rotation, and the inverse mass along the original \(\Gamma\)-K direction falls by only about \(5\times10^{-5}\). The cancellation is an accident of that exponent: with 5 in its place the inverse mass rises by about \(4\times10^{-4}\). All these figures omit internal relaxation of the atoms and rotation of the orbitals. A uniform perpendicular electric field keeps both \(M\) and \(\Theta\), so it leaves the axes aligned as long as the band stays nondegenerate.

## What each derivation assumes

Both derivations need the product \(A\) and a nondegenerate band. They do not need \(\Theta\) and \(M\) separately. The block \(H_{+}\) of the model shows this: its energies at Q and \(-\)Q differ by the 58 meV spin splitting, so it has neither symmetry by itself, yet it obeys (5) and has aligned axes. A magnetization along \(z\) breaks \(\Theta\) and \(M\) but can likewise preserve their product.

The first derivation uses only the equality of energies at mirrored wave vectors and the smoothness of \(E(\mathbf k)\). It needs no basis and no list of other bands, and it excludes every odd power of \(q_\perp\) in the Taylor series. It gives no value for either mass.

The second assumes in addition a one-electron Hamiltonian whose derivatives and eigenstates are known at Q. As carried out here it stops at second order. In return it gives the masses and locates the reason for the zero in the phases of the velocity elements. At a degeneracy the two fail together: the simple root behind the Taylor series is lost, and a denominator in (4) vanishes.
